# Inferring copper's dc resistivity from two Drude parameters

## Problem

A copper conductor is described by the Drude model with an unscreened plasma energy \(E_p=\hbar\omega_p=10.8\) eV and a scattering time \(\tau=25\) fs. What dc resistivity, in microohm cm, do these two numbers imply?

The model has one group of \(n\) electrons per unit volume, each with charge \(-e\) (so \(e>0\)) and mass \(m\). In every short time \(dt\) an electron has a probability \(dt/\tau\) of colliding, whatever its history. A collision leaves it with a random velocity whose average is zero. The same \(\tau\) is taken to hold at optical frequencies and at dc. Gaussian units are used in the algebra.

## A tempting solution

The plasma frequency of an electron gas obeys \(\omega_p^2=4\pi ne^2/m\), so the plasma energy supplies the ratio \(ne^2/m=\omega_p^2/4\pi\). What remains is the drift velocity in a steady field \(E\).

After a collision an electron has no average velocity. It then accelerates at the rate \(-eE/m\) for a time \(\tau\), and just before the next collision it has gained \(-eE\tau/m\). Its velocity has grown evenly from zero to this value, so the average is half of it:

\[
v=-\frac{eE\tau}{2m}.
\]

The current density is \(j=-nev=ne^2\tau E/2m\), and therefore

\[
\rho=\frac{E}{j}=\frac{2m}{ne^2\tau}=\frac{8\pi}{\omega_p^2\tau}.
\]

With the given numbers this is 3.36 microohm cm.

## Where it goes wrong

The relation for the plasma frequency is correct, and so is the acceleration. The fault is the factor one half. It comes from treating every free flight as if it lasted exactly \(\tau\), whereas \(\tau\) is the mean of flights of very different lengths.

To see what this changes, follow one electron through many flights of lengths \(T_1,T_2,\dots\), and write \(a=-eE/m\) for its acceleration. The random starting velocities average to zero. During a flight of length \(T\) the field adds a displacement \(aT^2/2\). The drift velocity is the total added displacement divided by the total time:

\[
v=\frac{\sum_i aT_i^2/2}{\sum_i T_i}
=a\,\frac{\langle T^2\rangle}{2\langle T\rangle}.
\]

If all flights had the same length \(\tau\), then \(\langle T^2\rangle=\tau^2\) and \(v=a\tau/2\), as in the tempting solution. But the collisions here have a constant probability per unit time. The probability \(P(T)\) of surviving for a time \(T\) obeys \(dP/dT=-P/\tau\) with \(P(0)=1\), so \(P=e^{-T/\tau}\), and the flight lengths have the density \(e^{-T/\tau}/\tau\). Integration by parts gives

\[
\langle T\rangle=\int_0^\infty \frac{T}{\tau}e^{-T/\tau}dT=\tau,
\qquad
\langle T^2\rangle=\int_0^\infty \frac{T^2}{\tau}e^{-T/\tau}dT=2\tau^2 .
\]

Hence

\[
v=a\,\frac{2\tau^2}{2\tau}=a\tau=-\frac{eE\tau}{m}.
\]

Long flights count twice over: they occupy more of the time, and the electron reaches a higher velocity in them. Put differently, at a given instant the mean time since an electron's last collision is \(\tau\), not \(\tau/2\). A simulation of 100,000 electrons with random, exponentially distributed flights, all viewed at the instant \(20\tau\), gave a mean time since the last collision of \(1.0045\,\tau\). The expected statistical error of such an average is about \(0.003\,\tau\), so the result agrees with \(\tau\) and excludes \(\tau/2\).

## Solution

**Plasma frequency.** Take a slab of metal and shift all its electrons by a small distance \(x\) along the normal to its faces. The face they leave carries an uncovered positive charge \(+nex\) per unit area, and the face they move towards carries \(-nex\). In Gaussian units the field between two such sheets is \(4\pi\) times the charge per area, and it points from the positive to the negative sheet, which is the direction of the shift:

\[
E_x=4\pi nex .
\]

The force on an electron is \(-eE_x\), so

\[
m\ddot x=-4\pi ne^2x,
\qquad
\omega_p^2=\frac{4\pi ne^2}{m}.
\]

Collisions and the polarization of bound electrons are left out of this motion. This is what makes \(\omega_p\) an unscreened quantity, a measure of \(n/m\) alone.

**Drift.** Let \(v\) now be the average velocity of all electrons. During \(dt\) a fraction \(1-dt/\tau\) does not collide and gains \(-eE\,dt/m\). The fraction \(dt/\tau\) that collides restarts with zero average velocity, and what it gains in the rest of \(dt\) is of second order in \(dt\). Thus

\[
v(t+dt)=\left(1-\frac{dt}{\tau}\right)\left(v-\frac{eE}{m}dt\right)+O(dt^2).
\]

Multiplying out, keeping first-order terms and dividing by \(dt\) gives

\[
\frac{dv}{dt}=-\frac{eE}{m}-\frac{v}{\tau}.
\]

In the steady state the left side vanishes and \(v=-eE\tau/m\), the value found above by counting flights. The current density is

\[
j=-nev=\frac{ne^2\tau}{m}E,
\qquad
\sigma=\frac{ne^2\tau}{m}.
\]

**Elimination.** Density and mass enter \(\sigma\) through the same ratio as in the plasma frequency. Inserting \(ne^2/m=\omega_p^2/4\pi\) gives

\[
\sigma=\frac{\omega_p^2\tau}{4\pi},
\qquad
\boxed{\rho=\frac{4\pi}{\omega_p^2\tau}=\frac{4\pi\hbar^2}{E_p^2\,\tau}} .
\]

Neither \(n\) nor \(m\) has to be known separately. A larger plasma energy means more carriers or lighter ones, and both lower the resistivity.

**Numbers.** The plasma energy corresponds to the angular frequency \(\omega_p=E_p/\hbar=1.6408\times10^{16}\) rad/s. The division is by \(\hbar\), not by \(h\), because the formula contains an angular frequency. Then

\[
\rho=\frac{4\pi}{(1.6408\times10^{16}\ \mathrm{s^{-1}})^2\,(25\times10^{-15}\ \mathrm{s})}
=1.867\times10^{-18}\ \mathrm{s}.
\]

A Gaussian resistivity is a time. To convert it, compare the two forms of the plasma frequency. In SI units the slab field is \(nex/\varepsilon_0\), so \(\omega_p^2=ne^2/\varepsilon_0m\) and \(\sigma_{\rm SI}=\varepsilon_0\omega_p^2\tau\). This is \(4\pi\varepsilon_0\) times the Gaussian value \(\omega_p^2\tau/4\pi\), and the resistivity is therefore divided by the same factor:

\[
\rho_{\rm SI}=\frac{\rho}{4\pi\varepsilon_0}
=1.678\times10^{-8}\ \mathrm{ohm\,m}.
\]

Since 1 microohm cm is \(10^{-6}\times10^{-2}=10^{-8}\) ohm m,

\[
\rho\approx1.68\ \text{microohm cm}.
\]

This is half the value of the tempting solution.

## How firm the third digit is

Taking the logarithm, \(\ln\rho=\text{constant}-2\ln E_p-\ln\tau\), so for small changes

\[
\frac{\delta\rho}{\rho}=-2\frac{\delta E_p}{E_p}-\frac{\delta\tau}{\tau}.
\]

An error in the plasma energy counts twice. If the inputs are known only to their last written digit, \(E_p\) lies between 10.75 and 10.85 eV and \(\tau\) between 24.5 and 25.5 fs. The formula decreases with both, so its extremes lie at the corners of this range: 1.63 microohm cm for the two upper values and 1.73 for the two lower ones. The result 1.68 is what the stated numbers give, but their rounding alone leaves about 3 percent open on either side.

## Why an optical measurement can give a dc value

Let the field vary as \(e^{-i\omega t}\). The drift equation becomes \(-i\omega v=-eE/m-v/\tau\). Multiplying by \(\tau\) and collecting \(v\) gives \(v(1-i\omega\tau)=-eE\tau/m\), so

\[
\sigma(\omega)=\frac{\sigma}{1-i\omega\tau},
\qquad
\mathrm{Re}\,\sigma(\omega)=\frac{\sigma}{1+\omega^2\tau^2}.
\]

The reciprocal of the real part is a straight line in the square of the photon energy:

\[
\frac{1}{\mathrm{Re}\,\sigma(\omega)}
=\rho+\rho\left(\frac{\tau}{\hbar}\right)^2(\hbar\omega)^2 .
\]

The intercept is the dc resistivity, and the ratio of slope to intercept gives \(\tau\). This presumes a field that is uniform along the electron's path and no collisions with the surface. Light reflected from copper does not ensure either condition: in the infrared, well above \(\hbar/\tau\), the field enters the metal only to a depth of about \(c/\omega_p=18\) nm, which is less than the mean free path of 39 nm found below. Surface collisions can then add to the absorption, and a line through such data need not give the bulk values. For the present parameters, the drift equation was integrated numerically in time with a cosine field, until the starting transient had died out. The part of the velocity in phase with the field was then averaged over one period. This gave:

| Photon energy (eV) | 1/Re σ (microohm cm) |
|---|---|
| 0.05 | 7.73 |
| 0.10 | 25.89 |
| 0.15 | 56.14 |
| 0.20 | 98.51 |

A least-squares line through these values has the intercept 1.678 microohm cm and the slope 2421 microohm cm/eV², from which \(\tau=25.0\) fs follows.

The table also shows the difficulty of the inference. The scale on which the response changes is \(\hbar/\tau=26\) meV, and all four photon energies lie above it. At 0.10 eV the dc part is only 1.68 out of 25.89. An error of 1 percent in that one value is 0.26 microohm cm, or about 15 percent of the intercept; how much of it reaches the fitted intercept depends on the other points and their weights.

The high-frequency limit gives the reason. For \(\omega\tau\gg1\),

\[
\mathrm{Re}\,\sigma(\omega)\approx\frac{\sigma}{\omega^2\tau^2}=\frac{\omega_p^2}{4\pi\omega^2\tau},
\]

which fixes the quotient \(\omega_p^2/\tau\), while the dc resistivity needs the product \(\omega_p^2\tau\). Data far above \(\hbar/\tau\) must therefore be joined by separate knowledge of \(\omega_p\), for example from the real part of the permittivity.

## Which plasma energy to use

Bound electrons add their own polarization. If this is described by a real constant \(\varepsilon_b\), the permittivity is

\[
\varepsilon(\omega)=\varepsilon_b+\frac{4\pi i\,\sigma(\omega)}{\omega}.
\]

Insert \(4\pi\sigma=\omega_p^2\tau\) and multiply numerator and denominator of \(\sigma(\omega)\) by \(1+i\omega\tau\). The real part is then

\[
\mathrm{Re}\,\varepsilon=\varepsilon_b-\frac{\omega_p^2\tau^2}{1+\omega^2\tau^2}
=\varepsilon_b-\frac{\omega_p^2}{\omega^2+1/\tau^2}.
\]

It vanishes at \(\omega^2=\omega_p^2/\varepsilon_b-1/\tau^2\), which for weak damping is close to \(\omega=\omega_p/\sqrt{\varepsilon_b}\). This screened frequency must not be put into the resistivity formula. A steady current is carried by the free electrons, and \(\varepsilon_b\) does not enter \(\mathrm{Re}\,\sigma\).

With the round model value \(\varepsilon_b=4\), the zero lies at 5.40 eV. Used in place of 10.8 eV at the same \(\tau\), it would give 6.71 microohm cm, too large by the factor \(\varepsilon_b\). The value 4 only illustrates the size of the error. In copper, transitions between bands absorb light above roughly 2 eV, and a real constant does not describe the bound electrons there.

## Thin films, warm lines and fast signals

The bulk result presumes that electrons collide inside the metal long before they meet a surface. The distance they travel between collisions follows from \(\tau\) and their speed, and the speed follows from their density. With the free-electron mass,

\[
n=\frac{mE_p^2}{4\pi\hbar^2e^2}=8.46\times10^{22}\ \mathrm{cm^{-3}} .
\]

Two spin states per wave vector fill a sphere of radius \(k_F\), so \(n=2\,(4\pi k_F^3/3)/(2\pi)^3=k_F^3/3\pi^2\). The Fermi speed is \(v_F=\hbar k_F/m=1.57\times10^6\) m/s, and the mean free path is \(l=v_F\tau=39\) nm. The Fermi energy is 7.03 eV and the thermal energy at 293 K is 0.4 percent of it, so one speed is enough for this estimate.

Now consider a film of thickness \(d\) with the current along it, and let each surface randomize the velocity completely. An electron at a distance \(z\) from the surface it came from, moving at an angle to the film normal with cosine \(\mu>0\), has been on its present straight flight for at most \(t_s=z/(v_F\mu)\), the time needed to come from the surface. A moment that lies a time \(s<t_s\) back belongs to this flight if no collision has happened since, which has the probability \(e^{-s/\tau}\). The mean accelerating time is therefore cut from \(\tau\) to

\[
\int_0^{t_s}e^{-s/\tau}ds=\tau\left(1-e^{-z/(l\mu)}\right).
\]

The field shifts the filled sphere of states. The change in occupation at its surface is proportional to the velocity component \(v_x\) along the field and to the accelerating time. The current carries another factor \(v_x\), so each direction has the weight \(v_x^2\). Averaged around the normal this is \(v_F^2(1-\mu^2)/2\), and over all directions it is \(v_F^2/3\). The ratio of the two is \(\tfrac32(1-\mu^2)\). Averaging over \(z\) from 0 to \(d\) as well gives

\[
\frac{\sigma_{\rm film}}{\sigma}
=1-\frac32\int_0^1(1-\mu^2)\,\frac{l\mu}{d}\left(1-e^{-d/(l\mu)}\right)d\mu .
\]

Electrons moving the other way contribute equally by symmetry. For a thick film the exponential drops out, the remaining integral of \(\mu-\mu^3\) is \(1/4\), and the ratio tends to \(1-3l/8d\). For \(d=40\) nm, which is not thick in this sense, numerical integration gives 0.688. The film resistivity is then \(1.678/0.688=2.44\) microohm cm, with \(\tau\) in the interior unchanged.

Temperature acts through \(\tau\). Suppose that 25 fs belongs to 293 K and that lattice vibrations cause the scattering. In the classical limit the mean square displacement of the atoms, and with it the scattering rate, is proportional to \(T\). At 373 K this linear law makes the rate larger by the factor \(373/293=1.27\), and the bulk resistivity rises to about 2.1 microohm cm with \(E_p\) held fixed. Real copper does not follow the linear law exactly: its measured resistivity rises by about 31 to 32 percent over the same interval, depending on purity, which would give 2.2 microohm cm.

Signal frequency and field strength matter far less for the local conductivity. At 10 GHz, \(\omega\tau=1.6\times10^{-3}\), and \(\mathrm{Re}\,\sigma\) differs from its dc value by the square of this, a few parts in a million. A current density of 1 MA/cm² needs a field of 1.68 V/cm and a drift speed \(j/ne=0.74\) m/s, less than a millionth of the Fermi speed.

## Beside real copper

The measured resistivity of bulk copper at room temperature is roughly 1.7 microohm cm, so the inferred value is of the right size. The inputs need more care. With a rough lattice constant of 0.36 nm and four atoms per cubic cell, the density above amounts to about 0.99 electrons per atom, which is one within the accuracy of the inputs. Thus 10.8 eV is the plasma energy of one free-mass electron per atom. Infrared data for copper are fitted with a lower value, roughly 9 eV, which at the same density means an optical mass of \((10.8/9)^2=1.44\) free masses. Combining 9 eV with 25 fs would give 2.42 microohm cm; to recover 1.68, \(\tau\) must be 36 fs. The two parameters must therefore come from the same description. A fitted optical \(\tau\) can also include scattering that is absent at dc: if the optical collision rate is 10 percent above the dc rate, the inferred resistivity is 10 percent too high at fixed \(E_p\). In narrow interconnects the assumption that fails is that of bulk scattering. Diffuse surfaces alone raise the model's resistivity by 45 percent at 40 nm, and side walls and grain boundaries, which are not included here, add further scattering.
